# The midgap level of a vacancy in an alternating-hopping chain, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the zero of the host Green function

### What symmetry fixes

Take a chain of identical atoms with one orbital each, joined by bonds that are alternately strong and weak. An electron hops along a bond with matrix element $-t_1$ or $-t_2$. All site energies are equal and serve as the zero of energy. If one atom is missing, and nothing else has changed, the two hopping strengths are the only energies in the problem. By dimensions, any vacancy level must have the form

$$E=t_1\,F(t_2/t_1).$$

A symmetry restricts $F$ further. Call alternate sites $A$ and $B$. Every bond joins an $A$ to a $B$, so reversing the sign of the amplitude on every $B$ site reverses the sign of every hopping term. There are no other terms, and the Hamiltonian $H$ turns into $-H$. A state of energy $E$ therefore has a partner of energy $-E$. Removing an atom does not spoil this argument. If the vacancy has a single level in the gap, that level must be its own partner, so $E=0$ and $F=0$.

This pairing alone, without a count of the sites, does not show that there is a level in the gap, or that there is just one. It also gives no answer when the site energies differ. Two derivations follow. The first places an infinite potential on the atom and works with the Green function of the intact host. The second deletes the atom and solves what is left.

### The missing atom as a potential

Let $H_0$ be the Hamiltonian of any host, written in an orthonormal basis with one orbital per site. The atom to be removed is site 0. Its removal is modelled by

$$H=H_0+U|0\rangle\langle 0|,\qquad U\to\infty .$$

A very high site energy expels the electron from site 0. The bonds of that site are still present in $H$, but they lead to a place that a state of finite energy cannot occupy. Electrons do not interact in this model, and the remaining atoms keep their positions and site energies.

Define the Green functions

$$G_0(E)=(E-H_0)^{-1},\qquad G(E)=(E-H)^{-1},$$

and write $G_{00}(E)=\langle 0|G_0(E)|0\rangle$ for the diagonal element of the host function on site 0. From $(E-H_0-U|0\rangle\langle0|)\,G=1$, multiplication from the left by $G_0$ gives the Dyson equation

$$G=G_0+U\,G_0|0\rangle\langle 0|G .$$

The unknown on the right is the row $\langle0|G$. Projecting the equation on $\langle 0|$ gives

$$\langle0|G=\langle0|G_0+U\,G_{00}\,\langle0|G
\quad\Rightarrow\quad
\langle0|G=\frac{\langle0|G_0}{1-U G_{00}} .$$

Inserting this row in the Dyson equation yields

$$G=G_0+G_0|0\rangle\,\frac{U}{1-UG_{00}}\,\langle0|G_0 .$$

In a gap of the host, $G_0$ is finite. A new level can then appear only where the denominator vanishes, which for finite $U$ means

$$G_{00}(E)=\frac1U .$$

Since $U/(1-UG_{00})=1/(1/U-G_{00})$, the limit $U\to\infty$ at fixed $E$ is

$$\tilde G=G_0-\frac{G_0|0\rangle\langle0|G_0}{G_{00}},$$

and the condition for a level becomes $G_{00}(E)=0$.

### Why the limit is a true deletion

The element of $\tilde G$ between site 0 and any site $j$ is

$$\langle0|\tilde G|j\rangle=\langle0|G_0|j\rangle-\frac{G_{00}\langle0|G_0|j\rangle}{G_{00}}=0 .$$

Site 0 has dropped out. To see what remains, multiply $\tilde G$ from the left by $E-H_0$:

$$(E-H_0)\tilde G=1-\frac{|0\rangle\langle0|G_0}{G_{00}} .$$

The last term has elements only in row 0. For two sites $i$ and $j$ that differ from 0, it contributes nothing, so

$$\sum_{l\ne0}\langle i|E-H_0|l\rangle\langle l|\tilde G|j\rangle=\delta_{ij}.$$

The term $l=0$ could be left out because $\langle0|\tilde G|j\rangle=0$. This is the defining equation of the Green function of the host with row and column 0 struck out. The infinite potential and the deletion of the atom therefore give the same levels at finite energy. The infinite potential has one further state, localized on site 0, whose energy goes to infinity with $U$.

### The condition, proved in both directions

The pole argument can be replaced by a statement about wavefunctions. Let $\psi$ be a normalizable state of the lattice without site 0, with energy $E$ in a host gap. Extend it to the full lattice by setting $\psi_0=0$. It satisfies the host equation on every site except perhaps site 0, so

$$(E-H_0)|\psi\rangle=c\,|0\rangle .$$

The constant $c$ cannot vanish, since $\psi$ would then be a host state inside a host gap. Inverting gives $|\psi\rangle=c\,G_0(E)|0\rangle$. The requirement $\psi_0=0$ then reads $c\,G_{00}(E)=0$, hence $G_{00}(E)=0$.

Conversely, suppose that $G_{00}(E)=0$ at an energy in a gap. The vector $|\psi\rangle=G_0(E)|0\rangle$ is nonzero, vanishes on site 0, and obeys $(E-H_0)|\psi\rangle=|0\rangle$. On all other sites the right-hand side is zero, so $\psi$ is an eigenstate of the lattice without site 0.

The physical content is that a source at site 0, driven at energy $E$, excites a response in the host. A vacancy state exists at the energy where this response has a node at the source itself.

### At most one level per gap

For real $E$ in a gap, $G_0$ is Hermitian. Differentiating $(E-H_0)G_0=1$ gives $G_0+(E-H_0)G_0'=0$, so $G_0'=-G_0^2$ and

$$\frac{dG_{00}}{dE}=-\langle0|G_0^2|0\rangle=-\big\|G_0|0\rangle\big\|^2<0 .$$

The function $G_{00}$ falls steadily across each gap and can cross zero at most once. It need not cross at all, because it may keep one sign from edge to edge. The same equation supplies the normalization. If $E_0$ is the zero, the normalized state is

$$|\psi\rangle=\frac{G_0(E_0)|0\rangle}{\sqrt{-G_{00}'(E_0)}} .$$

### The alternating chain

Cell $n$ holds the sites $A_n$ and $B_n$. The element between $A_n$ and $B_n$ is $-t_1$, and the element between $B_n$ and $A_{n+1}$ is $-t_2$, with $t_1,t_2>0$ and $t_1\neq t_2$. The removed atom is $A_0$. For amplitudes $a_n=a\,e^{ikn}$ and $b_n=b\,e^{ikn}$ the host equations are

$$Ea=f\,b,\qquad Eb=f^*a,\qquad f(k)=-(t_1+t_2e^{-ik}),$$

because $A_n$ is joined to $B_n$ and to $B_{n-1}$. The bands are $E=\pm|f|$, where

$$|f|^2=t_1^2+t_2^2+2t_1t_2\cos k .$$

The smallest $|f|$ is $|t_1-t_2|$, reached at $k=\pi$, so the gap is $2|t_1-t_2|$. Inverting the two-by-two matrix $E-H_0(k)$ gives

$$\begin{pmatrix}E&-f\\-f^*&E\end{pmatrix}^{-1}
=\frac{1}{E^2-|f|^2}\begin{pmatrix}E&f\\f^*&E\end{pmatrix}.$$

The onsite function is the average of the upper left element over $k$:

$$G_{00}(E)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{E}{E^2-|f|^2}
=-E\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{1}{s+c\cos k},$$

with $s=t_1^2+t_2^2-E^2$ and $c=2t_1t_2$. In the gap $E^2<(t_1-t_2)^2$, which is the same as $s>c$. Put $z=e^{ik}$, so that $dk=dz/(iz)$ and $\cos k=(z+1/z)/2$. The integral becomes

$$\frac{1}{2\pi i}\oint\frac{2\,dz}{cz^2+2sz+c},\qquad
z_\pm=\frac{-s\pm\sqrt{s^2-c^2}}{c}.$$

The product of the roots is 1, and $z_+$ is the one inside the unit circle. Its residue is $2/[c(z_+-z_-)]=1/\sqrt{s^2-c^2}$. With $s^2-c^2=(s-c)(s+c)$ the result is

$$G_{00}(E)=-\frac{E}{\sqrt{[(t_1-t_2)^2-E^2]\,[(t_1+t_2)^2-E^2]}} .$$

It tends to $+\infty$ at the lower edge of the gap and to $-\infty$ at the upper edge, and it vanishes at $E=0$. This is the midgap vacancy level. At small $E$ the root tends to $|t_1^2-t_2^2|$, so the slope at the zero is

$$G_{00}'(0)=-\frac{1}{|t_1^2-t_2^2|}.$$

For $|E|>t_1+t_2$ one has $s<-c$. The other root then lies inside the circle and the integral changes sign. There $G_{00}$ has the sign of $E$ and no zero, so the vacancy binds nothing outside the bands.

### The state

At $E=0$ the $A$ amplitudes of $G_0|0\rangle$ vanish, since the element on the $A$ sublattice is proportional to $E$. The $B$ amplitudes follow from $f^*/(-|f|^2)=-1/f$:

$$b_n=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{e^{ikn}}{t_1+t_2e^{-ik}} .$$

For $t_1>t_2$ the geometric series in $(t_2/t_1)e^{-ik}$ converges, and the integral selects one term:

$$b_n=\frac1{t_1}\left(-\frac{t_2}{t_1}\right)^n\quad(n\ge0),\qquad b_n=0\quad(n<0).$$

The sum of squares is $1/(t_1^2-t_2^2)$, equal to $-G_{00}'(0)$ as required. With $q=(t_2/t_1)^2$ the normalized weights are

$$p_n=(1-q)\,q^n .$$

For $t_1<t_2$ one expands in $(t_1/t_2)e^{ik}$ instead, and the state lies on $B_{-1},B_{-2},\dots$ with $q=(t_1/t_2)^2$. In both cases it begins on the neighbour that lost its strong bond. If the weak bond tends to zero, it is the single dangling orbital of that neighbour. If $t_1\to t_2$, it spreads without limit while the gap closes.

### Numbers for a conjugated chain

Electron volts are the natural unit for defect levels. Take $t_1=2.85$ eV, $t_2=2.15$ eV and a cell length of 0.245 nm, which lie in the rough regime of trans-polyacetylene. The gap is $2(2.85-2.15)=1.40$ eV. At $E=0.2$ eV,

$$G_{00}=-\frac{0.2}{\sqrt{(0.49-0.04)(25-0.04)}}=-0.0597\ \text{eV}^{-1},$$

and at $-0.2$ eV it has the opposite sign. The slope at the zero is $-1/(8.1225-4.6225)=-0.2857$ eV$^{-2}$.

The slope also tells how large a potential must be to count as infinite. Near midgap $G_{00}(E)=1/U$ reads $-E/|t_1^2-t_2^2|\approx1/U$, so

$$E\approx-\frac{|t_1^2-t_2^2|}{U}.$$

For $U=20$ eV this law gives $-0.175$ eV, and the full condition gives $-0.170$ eV. For $U=5$ eV they give $-0.70$ and $-0.49$ eV, and the law has lost its use. At $U=100$ eV the level is still 0.035 eV below midgap. The convergence is slow, as $1/U$, so the zero of $G_{00}$ is a better route to the vacancy than a large number placed in the Hamiltonian.

The expelled state follows from the same condition above the bands. For large $E$, $G_{00}\approx(1/E)[1+(t_1^2+t_2^2)/E^2]$, and setting this equal to $1/U$ gives $E\approx U+(t_1^2+t_2^2)/U$. For $U=100$ eV this is 100.127 eV, the value found by diagonalization.

## Second derivation: solving the cut chain

### Symbols and results carried over

The chain has cells $n$ with sites $A_n$ and $B_n$, hopping elements $-t_1$ within a cell and $-t_2$ from $B_n$ to $A_{n+1}$, and site energies zero. The atom $A_0$ is missing. The amplitudes are $a_n$ and $b_n$, and the host gap is $2|t_1-t_2|$. The first derivation found one gap level, at the zero $E=0$ of the host onsite Green function $G_{00}$. For $t_1>t_2$ its weights are $p_n=(1-q)q^n$ on $B_n$ with $n\ge0$ and $q=(t_2/t_1)^2$. The numerical case is $t_1=2.85$ eV, $t_2=2.15$ eV.

### All levels of a finite ring with one atom removed

Close the chain into a ring of $N$ cells, so that $A_N$ is the same site as $A_0$. Deleting that site leaves an open chain that begins at $B_0$ and ends at $B_{N-1}$. It has $N$ sites of type $B$ and $N-1$ of type $A$. The equations are

$$Ea_n=-t_1b_n-t_2b_{n-1}\qquad(1\le n\le N-1),$$

$$Eb_n=-t_1a_n-t_2a_{n+1}\qquad(0\le n\le N-1),$$

where $a_0=a_N=0$ expresses the missing atom. No potential and no Green function enter.

Consider first $E\ne0$. Multiply the first equation by $E$ and replace $Eb_n$ and $Eb_{n-1}$ by the second:

$$E^2a_n=t_1(t_1a_n+t_2a_{n+1})+t_2(t_1a_{n-1}+t_2a_n).$$

Collecting terms gives an equation for the $A$ sites alone,

$$E^2a_n=(t_1^2+t_2^2)\,a_n+t_1t_2\,(a_{n+1}+a_{n-1}),\qquad a_0=a_N=0 .$$

This is a uniform chain with fixed ends. Its solutions are $a_n=\sin(\pi jn/N)$ with $j=1,\dots,N-1$. Since $a_{n+1}+a_{n-1}=2\cos(\pi j/N)\,a_n$, the energies obey

$$E_j^2=t_1^2+t_2^2+2t_1t_2\cos(\pi j/N).$$

Every one of these values is greater than $(t_1-t_2)^2$ and smaller than $(t_1+t_2)^2$. Each gives two states, $E=\pm|E_j|$, with $b_n$ fixed by the second equation. There are thus $N-1$ levels inside the lower band, $N-1$ inside the upper band, and none of them in the gap.

The chain has $2N-1$ sites, so one state is still to be found. It must have $E=0$. The second equation then reads $t_1a_n+t_2a_{n+1}=0$. Starting from $a_0=0$, it forces every $a_n$ to vanish. The first equation reads

$$b_n=-\frac{t_2}{t_1}\,b_{n-1},$$

which fixes all $B$ amplitudes from $b_0$. There is one such solution, and the count is complete. For $t_1>t_2$ it decays away from $B_0$, and the normalized weights for $N\to\infty$ are $p_n=(1-q)q^n$. For $t_1<t_2$ it grows with $n$ and is therefore bound at the other end, on $B_{N-1}$, the neighbour of the vacancy on its other side. Both outcomes agree with the first derivation.

For the conjugated chain $q=(2.15/2.85)^2=0.569$. The first weights are 0.431, 0.245, 0.140 and 0.079. The density falls by the factor $q$ per cell, so its decay length is

$$\ell=\frac{0.245\ \text{nm}}{2\ln(2.85/2.15)}=0.435\ \text{nm}.$$

Both derivations give the alternating chain a single vacancy level at midgap, with the same state on the $B$ sites. What remains is to count the charge it holds, compare what the derivations assume, and see how further hopping, electron repulsion, relaxed bonds and unequal site energies change the result.

Numbers in the example were calculated in double precision.
